# The Monomer Condition and the Factor exp(Θ)/S in Vapour Nucleation, part 2

Drops form in a supersaturated vapour at the nucleation rate $J$, the number per unit volume and time that pass the critical size. The classical work of forming an $n$-atom cluster, $W_{\rm cl}(n)=k_BT\,w(n)$ with $w(n)=\Theta n^{2/3}-n\ln S$, does not vanish for a monomer. Subtracting $W_{\rm cl}(1)=k_BT(\Theta-\ln S)$ at every size gives the shifted work $W(n)$, with $W(1)=0$.

The vapour is an ideal gas at temperature $T$ with monomer density $N_1=SN_s$, where $N_s$ is the saturation value. The liquid has atomic volume $v$, atomic mass $m$ and surface tension $\sigma$. An $n$-atom drop has radius $r_n=(3nv/4\pi)^{1/3}$ and area $s_1n^{2/3}$, and $\Theta=s_1\sigma/k_BT$.

The classical and shifted cluster laws are

$$N_n^{\rm cl}=N_1\exp\left[-\frac{W_{\rm cl}(n)}{k_BT}\right]=N_1S^n e^{-\Theta n^{2/3}}, \tag{5}$$

$$N_n=N_1e^{-W(n)/k_BT}=\frac{e^{\Theta}}{S}\,N_n^{\rm cl}. \tag{10}$$

Mass action requires

$$N_n=K_n(T)\,N_1^n, \tag{7}$$

but the classical law has one factor $S$ too many:

$$\frac{N_n^{\rm cl}}{N_1^n}=\frac{(SN_s)S^n e^{-\Theta n^{2/3}}}{S^nN_s^n}=S\,N_s^{1-n}e^{-\Theta n^{2/3}}. \tag{8}$$

The alternative work

$$\frac{W_{\rm alt}(n)}{k_BT}=\Theta(n-1)^{2/3}-(n-1)\ln S \tag{11}$$

also vanishes at $n=1$ and obeys mass action, but its rate is close to the classical one.

An $n$-cluster captures atoms at the rate $a_nN_1$, and an $(n+1)$-cluster loses them at the rate $E_{n+1}$:

$$a_n=s_1n^{2/3}\sqrt{\frac{k_BT}{2\pi m}}, \tag{12}$$

$$E_{n+1}=a_nN_s\exp\left\{\Theta\left[(n+1)^{2/3}-n^{2/3}\right]\right\}. \tag{14}$$

The steady shifted and classical rates, and their relation, are

$$\frac1J=\sum_{n=1}^{\infty}\frac{1}{a_nN_1N_n}, \tag{19}$$

$$\frac1{J_{\rm cl}}=\sum_{n=1}^{\infty}\frac{1}{a_nN_1N_n^{\rm cl}}, \tag{20}$$

$$\boxed{\;J=\frac{e^{\Theta}}{S}\,J_{\rm cl}\;} \tag{21}$$

The classical work is largest at the critical size $n_*$:

$$w'(n)=\tfrac23\Theta n^{-1/3}-\ln S=0,\qquad n_*=\left(\frac{2\Theta}{3\ln S}\right)^3, \tag{23}$$

$$w(n_*)=\Theta n_*^{2/3}-\tfrac23\Theta n_*^{2/3}=\tfrac13\Theta n_*^{2/3}=\frac{4\Theta^3}{27\ln^2S}. \tag{24}$$

With equation (12), a Gaussian approximation to the sums gives the closed rates

$$J_{\rm cl}\simeq vN_1^2\sqrt{\frac{2\sigma}{\pi m}}\exp\left(-\frac{4\Theta^3}{27\ln^2S}\right), \tag{29}$$

$$J\simeq \frac{vN_1^2}{S}\sqrt{\frac{2\sigma}{\pi m}}\exp\left(\Theta-\frac{4\Theta^3}{27\ln^2S}\right). \tag{30}$$

### What the shift changes

The critical size is unchanged, since a constant does not move a maximum. The barrier falls from $w(n_*)$ to

$$\frac{W(n_*)}{k_BT}=\frac{4\Theta^3}{27\ln^2S}-\Theta+\ln S. \tag{31}$$

A critical size above one atom requires $\ln S<\tfrac23\Theta$, by equation (23). Under this condition

$$\frac{e^\Theta}{S}=e^{\Theta-\ln S}>e^{\Theta/3}, \tag{32}$$

so the shift raises the rate wherever the model has a critical cluster larger than a monomer.

The limit $n_*\to1$ shows the difference clearly. There $\ln S\to\tfrac23\Theta$, and the classical barrier tends to $\tfrac13\Theta$. The shifted barrier tends to $\tfrac13\Theta-\Theta+\tfrac23\Theta=0$, as it should when the critical cluster is an atom of the vapour. This is a check of consistency at the end of the range. Neither closed rate is reliable there, because a drop of one or two atoms has no surface in the macroscopic sense. The Gaussian approximation has also lost its justification, although for $\Theta=17.27$ the closed classical rate is still only 9 % below the one from the sum (20).

The dependence on supersaturation also changes. At fixed temperature $N_1^2\propto S^2$, and differentiating the logarithm of equation (29) gives

$$\frac{d\ln J_{\rm cl}}{d\ln S}=2+\frac{8\Theta^3}{27\ln^3S}=n_*+2. \tag{33}$$

The factor $1/S$ lowers the slope by one:

$$\frac{d\ln J}{d\ln S}=n_*+1. \tag{34}$$

If a critical size is read from the slope of measured rates at constant temperature, the two formulas therefore give results that differ by one atom. Mass action fixes how the slope is to be read: each term of the sum (19) contains $1/(N_1N_n)$, which varies as $S^{-(n+1)}$, and the terms near the critical size dominate, so the slope is close to the critical size plus one for any cluster law that obeys equation (7). It does not fix the critical size itself. The alternative work (11) has its maximum at $n_*+1$, and its slope is close to $n_*+2$.

### Silver vapour at 1300 K

The following values are rough but typical of liquid silver: surface tension $\sigma=0.9$ J/m², atomic volume $v=0.019$ nm³, atomic mass 108 u, and saturation pressure 0.01 Torr at 1300 K. The supersaturation is chosen as $S=100$, which makes the silver pressure 1 Torr. The ideal-gas law gives $N_1=7.43\times10^{15}$ cm⁻³.

The one-atom drop has the area 0.344 nm² and the surface energy 1.934 eV. With $k_BT=0.1120$ eV and $\ln S=4.605$,

$$\Theta=\frac{1.934}{0.1120}=17.27,\qquad
n_*=\left(\frac{2\times17.27}{3\times4.605}\right)^3=15.6. \tag{35}$$

The critical radius is 0.41 nm. The classical barrier is

$$w(n_*)=\frac{4\times17.27^3}{27\times4.605^2}=36.0, \tag{36}$$

or 4.03 eV. The shift lowers it by $17.27-4.61=12.66$, to 23.3 in units of $k_BT$, or 2.61 eV.

In SI units, $vN_1^2=1.05\times10^{15}$ m⁻³ and $\sqrt{2\sigma/\pi m}=1.79\times10^{12}$ s⁻¹. Their product is $1.87\times10^{27}$ m⁻³ s⁻¹, or $1.87\times10^{21}$ cm⁻³ s⁻¹. Multiplication by the exponential of the negative barrier gives

$$J_{\rm cl}=4.5\times10^5\ {\rm cm^{-3}\,s^{-1}}. \tag{37}$$

The factor is $e^\Theta/S=3.15\times10^7/100=3.15\times10^5$, so

$$J=1.4\times10^{11}\ {\rm cm^{-3}\,s^{-1}}. \tag{38}$$

The lower bound $e^{\Theta/3}$ is 316 and lies far below the actual factor. The slopes obtained from the discrete sums are 16.6 for the shifted rate and 17.6 for the classical one, in agreement with equations (33) and (34).

A steep slope turns a large factor in the rate into a moderate change of supersaturation. At 1300 K the classical rate reaches 1 cm⁻³ s⁻¹ at $S=54$, and the shifted rate reaches it at $S=35$.

### How firmly the factor is established

The two parts of $e^\Theta/S$ have different standing. The part $1/S$ removes the surplus factor $S$ found in equation (8), which a cluster law of the form (5) contains whatever its surface energies. Mass action alone does not fix the ratio to $J_{\rm cl}$, however: the alternative work (11) satisfies it too, and its rate stays close to the classical one. The part $e^\Theta$ rests on extending the capillary differences down to the monomer, and a real dimer can test the first of these differences.

For an ideal gas the dimer density follows from the partition functions per unit volume. A silver atom has a twofold degenerate ground state, so its partition function is $2/\lambda^3$, where $\lambda=h/\sqrt{2\pi mk_BT}$. The dimer has twice the mass, which multiplies $1/\lambda^3$ by $2^{3/2}$, and a nondegenerate electronic ground state. Dividing the dimer function by the square of the atomic one gives

$$\frac{N_2}{N_1}=N_1\lambda^3\,\frac{2^{3/2}}{4}\,q_{\rm rot}q_{\rm vib}\,e^{D/k_BT}, \tag{39}$$

where $D$ is the bond energy measured from the lowest vibrational level. Rough molecular values are $D=1.6$ eV, a bond length of 0.25 nm and a vibrational quantum of 24 meV. A rigid rotor with two equal atoms and a harmonic vibration then give $q_{\rm rot}=9.0\times10^3$ and $q_{\rm vib}=5.2$. With $\lambda=4.66$ pm the result is $N_2/N_1=0.040$.

The capillary law (10) gives instead

$$\frac{N_2}{N_1}=S\exp\left[-\Theta\left(2^{2/3}-1\right)\right]=0.0039. \tag{40}$$

With these rough inputs the dimer is about ten times as abundant as the capillary picture states. The factor is sensitive to the inputs: a Morse potential in place of the rigid rotor and harmonic vibration raises $N_2/N_1$ to 0.043, and with that potential $D=1.55$ eV gives a factor of 7, while $D=1.65$ eV with a bond length of 0.253 nm gives 17. If the capillary differences are kept from the dimer upwards and the true dimer density is used, every $N_n$ with $n\ge2$ rises by this factor. So does the rate, since the first growth step contributes a negligible resistance. The trimer and the following clusters would bring further factors, which are not known from this calculation. The moderate size of the dimer factor does not show that their product is close to one.

### Other neglected effects

In the comparisons below, temperature and supersaturation are held fixed, and each change is relative to the shifted rate.

**Surface tension.** By equation (30), $\ln J$ contains $\tfrac12\ln\sigma+\Theta-w(n_*)$, and $w(n_*)$ varies as $\sigma^3$. Its derivative with respect to $\ln\sigma$ is $\tfrac12+17.3-3\times36.0\simeq-90$. A surface tension higher by 5 % multiplies the rate by 0.008, and one lower by 5 % multiplies it by 69.

**Curvature.** Suppose that the surface tension depends on the radius as $\sigma/(1+2\delta/r)$, and that the monomer work is still shifted to zero. An assumed length $\delta=0.02$ nm multiplies the rate by 340, and $\delta=-0.02$ nm multiplies it by 0.002. At the critical radius of 0.41 nm such a length changes the surface tension by about a tenth. The surface energy there is $\Theta n_*^{2/3}=3w(n_*)\simeq108$ in units of $k_BT$, so the effect on the rate is large.

**Collision cross-section.** Equation (12) treats the atom as a point and the drop as immobile. For two moving spheres the cross-section is $\pi(r_1+r_n)^2$, and the mean relative speed is larger by $\sqrt{1+1/n}$ than that of the atom alone. The attachment coefficient grows by

$$\left(1+n^{-1/3}\right)^2\sqrt{1+\frac1n}, \tag{41}$$

which is about 2 at $n_*$. Both rates double, and their ratio is unaffected.

**Latent heat.** Condensation heats a growing cluster and makes it evaporate faster. An atom that strikes the drop brings the mean kinetic energy $2k_BT$, which exceeds the mean energy $\tfrac32k_BT$ of a gas atom because fast atoms strike more often. In the liquid its energy is lower than in the gas by $h-k_BT$, where $h$ is the enthalpy of evaporation per atom. The heat released is thus $h-\tfrac12k_BT$. The new surface takes up $k_BT\ln S$ of it at the critical size, by equation (23), if the surface tension is taken as independent of temperature. In units of $k_BT$ there remains

$$q=\frac{h}{k_BT}-\frac12-\ln S. \tag{42}$$

The rough value $h=2.7$ eV gives $q=19.0$.

Let the cluster be hotter than the gas by the small fraction $t$ of $T$. Its evaporation rate then rises by the fraction $qt$: the vapour pressure contributes $h/k_BT$, the flux at given pressure contributes $-\tfrac12$, and the surface term in equation (14) contributes $-\ln S$. If a fraction $\epsilon$ of the arriving atoms would be retained on balance without heating, the fraction retained with heating is $u=\epsilon-qt$.

Near the critical size almost as many atoms leave as arrive, and each carries away an excess energy $2k_BTt$. An argon atom that leaves with the temperature of the cluster does the same, and this is assumed for every argon atom that strikes it. With $R$ argon impacts per silver impact, the heat balance is $qu=2(1+R)t$. Eliminating $t$ gives

$$\frac{u}{\epsilon}=\left[1+\frac{q^2}{2(1+R)}\right]^{-1}. \tag{43}$$

At given temperature the impact rate is proportional to pressure divided by the square root of mass. Argon at 10 Torr thus gives $R=10\sqrt{108/40}=16.4$, and equation (43) gives 0.088. If only half of the argon atoms took up the cluster temperature, the value would be 0.049. Using such a number as a reduction of the nucleation rate is an estimate, because it assumes that the fluctuations in size are slowed as much as the mean growth. It also treats the heating as small, although a single captured atom warms a drop of 16 atoms by about 40 % of $T$ if the heat capacity is $3k_B$ per atom.

### The model beside a real source

The example lies in the regime of inert-gas condensation, in which metal from a hot evaporator mixes with a cooler gas. A silver pressure of 1 Torr requires an evaporator considerably hotter than 1300 K. In such a source the temperature and the supersaturation vary along the flow, and condensation depletes the vapour, so the uniform steady state of the model is at best local. By equation (34), a local supersaturation 10 % lower at the same temperature reduces the rate by a factor of about 6. Temperature acts more strongly, because it changes the saturation pressure. With $h=2.7$ eV and a fixed surface tension, a gas cooler by 2 % at the same silver pressure gives a rate about 100 times higher, and one hotter by 2 % a rate about 400 times lower. A surface tension that falls with temperature by a rough $1.9\times10^{-4}$ J m⁻² K⁻¹ reduces these factors to about 70 and 230. The bulk surface tension is a further serious assumption: the changes in surface energy considered above move the rate by roughly two to three powers of ten in either direction. The value (38) is therefore a result of the capillary model with rough data, and not a prediction of particle yield to within a factor of ten.

The factor $3\times10^5$ is larger than each of the individual corrections estimated here. This makes the treatment of the monomer a matter of consequence for the calculated rate. It does not prove that equation (30) lies closer to a measured rate than equation (29), since an error in the surface energy of small clusters can offset the factor or add to it. What the derivation establishes is conditional: if clusters evaporate with the capillary rates (14) from the dimer upwards, and the monomers have the density they actually have, the steady nucleation rate is $e^\Theta/S$ times the classical one.

## Computed results

```
temperature: 1300 K; kT: 0.1120 eV
surface tension: 0.90 J/m^2
atomic volume: 0.0190 nm^3; mass: 108 u
saturation pressure: 0.010 Torr
supersaturation S: 100; ln S: 4.6052
silver pressure: 1.00 Torr
argon pressure: 10.0 Torr; mass: 40 u
monomer density N1: 7.428e+15 cm^-3
one-atom drop: area 0.3443 nm^2, radius 0.1655 nm
one-atom surface energy: 1.934 eV
Theta: 17.266; exp(Theta): 3.153e+07
classical law at n=1, relative to N1: 3.172e-06
rate factor exp(Theta)/S: 3.153e+05
lower bound exp(Theta/3): 315.9
critical size: 15.62 atoms; radius: 0.414 nm
classical barrier: 35.96 kT = 4.028 eV
shifted barrier: 23.30 kT = 2.610 eV
classical rate: 4.527e+05 cm^-3 s^-1
shifted rate, closed formula: 1.427e+11 cm^-3 s^-1
rate from birth-death equations: 1.422e+11 cm^-3 s^-1
largest error of factor, kinetics against sum: 1.0e-14
largest error of closed formula: 0.50 %
slope dlnJ/dlnS: shifted 16.615, classical 17.615
S for 1 cm^-3 s^-1: classical 54.4, shifted 34.7
factor for surface term (n-1)^(2/3): 1.044
rate change, tension +5 %: 8.393e-03; -5 %: 6.939e+01
curvature length: 0.020 nm
rate change, length positive: 3.433e+02; negative: 1.953e-03
rate change, gas-kinetic collisions: 2.033
dimer input: 1.6 eV, 0.25 nm, 24 meV
dimer partition functions: rotation 9045, vibration 5.19
thermal wavelength of the atom: 4.659 pm
dimer/monomer ratio: molecular 3.97e-02, capillary 3.94e-03
rate change if anchored at the dimer: 10.09
latent heat: 2.7 eV; heat per attached atom: 19.00 kT
argon impacts per silver impact: 16.43
rate change from latent heating: 0.0881
```
